# Positive Surface Energy Does Not Force a Nanoparticle to Contract

Take a model crystal whose cube faces cost 1.00 J/m² to create, cut from it a cube 4 nm on edge, and let every atom move to equilibrium. On average, its opposite faces end up 0.18 % farther apart than in the same piece of bulk crystal. Now reverse the internal tensions of the bonds, keeping the bulk spacing, the bulk modulus and the surface energy unchanged. The cube ends up 0.18 % narrower. A surface energy that is the same in both cases cannot decide between expansion and contraction.

## The belief and its appeal

The belief is that positive surface energy must squeeze a small solid. The argument is short. Let $\gamma>0$ be the energy per area needed to create surface. A particle of area $A$ carries the energy $\gamma A$. If all its lengths change by a small fraction $\varepsilon$, the area becomes $A(1+\varepsilon)^2\approx A(1+2\varepsilon)$ and the surface energy changes by $2\gamma A\varepsilon$. This is negative for $\varepsilon<0$, so the particle should shrink until its elastic resistance stops it.

For a simple liquid drop the argument is sound. When the drop's area changes, atoms move between the interior and the surface, the surface keeps its structure, and $\gamma$ stays fixed. An elastically strained solid behaves differently. The same atoms remain at the surface and their spacing changes, so $\gamma$ itself depends on the strain. The argument has left out that dependence.

## The quantity that sets the sign

Stretch a flat surface by the same small linear strain $e$ along both in-plane axes, with the number of surface atoms fixed. Let $\Gamma(e)$ be the excess energy per unit of original, unstretched area. Each unit of original area has become $(1+e)^2$, so

$$\Gamma(e)=\gamma(e)(1+e)^2 .$$

The surface stress $f$ is the work per original area per unit of strain along one axis. Two axes are strained here, so $d\Gamma/de=2f$ at $e=0$, for a surface whose stress is the same in all in-plane directions. The product rule gives

$$\frac{d\Gamma}{de}=2\gamma(1+e)+(1+e)^2\frac{d\gamma}{de},
\qquad
f=\gamma+\frac12\frac{d\gamma}{de}\quad (e=0).$$

Holding $\gamma$ fixed removes the last term and gives $f=\gamma$, the liquid result. If instead stretching lowers $\gamma$ fast enough that $\tfrac12 d\gamma/de<-\gamma$, then $f$ is negative although $\gamma$ is positive. A positive $\gamma$ means that splitting the crystal costs energy. It says nothing about the slope.

## From surface stress to lattice strain

Consider a free particle of volume $V$ with uniform, isotropic surface stress $f$. Its interior is homogeneous, linearly elastic, and either isotropic or cubic, with bulk modulus $K$. Strain is measured from the stress-free bulk crystal at the same temperature and composition. To leading order $f$ is taken at its unstrained value.

At equilibrium the energy does not change to first order under any small displacement. Choose a uniform dilation by the fraction $\eta$. The interior stress $\sigma$ does the work $\eta\int \mathrm{tr}\,\sigma\,dV$. The surface is strained by $\eta$ along two axes and contributes $2f\eta A$. Their sum must vanish for every small $\eta$, so

$$\int \mathrm{tr}\,\sigma\,dV=-2fA .$$

Pressure, counted positive in compression, is $-\tfrac13\mathrm{tr}\,\sigma$. Its mean over the volume is therefore

$$\bar p=\frac{2fA}{3V}.$$

For the assumed interior, $\mathrm{tr}\,\sigma=3K\,\mathrm{tr}\,\epsilon$, where $\epsilon$ is the strain tensor. The mean linear strain is one third of the mean of $\mathrm{tr}\,\epsilon$:

$$\bar\varepsilon=\frac{1}{3V}\int\mathrm{tr}\,\epsilon\,dV
=\frac{1}{9KV}\int\mathrm{tr}\,\sigma\,dV
=-\frac{2fA}{9KV}.$$

A negative $f$ expands the particle. The surface energy $\gamma$ does not appear. A sphere of radius $R$ has $A/V=3/R$, and a cube of edge $L$ has $A/V=6/L$, so

$$\bar\varepsilon_{\rm sphere}=-\frac{2f}{3KR},\qquad
\bar\varepsilon_{\rm cube}=-\frac{4f}{3KL}.$$

Both vanish as the particle grows, because the ratio of surface to volume does.

The cube result can also be found from a balance of forces. Cut the cube in thought by a plane parallel to a face. The surface crosses this plane along a perimeter $4L$ and pulls with force $4Lf$. The interior, of area $L^2$, must push back with the same force, so its mean pressure on the section is $4f/L$. This agrees with $2fA/(3V)$.

## A crystal with positive energy and negative stress

It remains to show that the two signs can occur together. Put atoms on a simple cubic lattice of spacing $d$. Join nearest neighbours by "struts" and neighbours across face diagonals by "ties". Each bond is a harmonic spring with a binding energy, and the list of bonds is fixed except for those removed by a cut. Let $\phi_1,\phi_2$ be the energies of one strut and one tie in the bulk, $k_1,k_2$ their stiffnesses, and $T_1,T_2$ their tensions, positive when the bond pulls.

There are three struts and six ties per atom, so the bulk energy per atom at spacing $a$ is $3\phi_1(a)+6\phi_2(\sqrt2a)$. Its derivative must vanish at $a=d$:

$$3T_1+6\sqrt2\,T_2=0\quad\Rightarrow\quad T_1=-2\sqrt2\,T_2 .$$

If the ties are taut, the struts are compressed. A uniform strain $\varepsilon$ changes the strut length by $d\varepsilon$ and the tie length by $\sqrt2d\varepsilon$. The linear terms cancel, leaving $\tfrac12(3k_1+12k_2)d^2\varepsilon^2$ per atom. In continuum terms this is $\tfrac12K(3\varepsilon)^2d^3$, hence

$$K=\frac{k_1+4k_2}{3d}.$$

A cut parallel to a cube face breaks one strut and four ties for each surface cell of area $d^2$. It makes two surfaces, so

$$\gamma=-\frac{\phi_1+4\phi_2}{2d^2},$$

which is positive when the bonds bind.

For the surface stress, let the in-plane spacing be $a$ and the gap between layers $h$. The bonds across one gap have energy, per cell,

$$G(a,h)=\phi_1(h)+4\phi_2\!\left(\sqrt{a^2+h^2}\right).$$

A slab of $m$ layers has $m-1$ gaps, whereas $m$ layers of bulk have $m$. The excess energy of its two surfaces is thus $-G$, and $\Gamma=-G/(2d^2)$. At $a=h=d$,

$$\frac{\partial G}{\partial h}=T_1+\frac{4T_2}{\sqrt2}=T_1+2\sqrt2\,T_2=0 .$$

The gap therefore stays at $d$ when the surface is made, and a change of gap during stretching does not affect the first-order energy. With $a=d(1+e)$,

$$\frac{dG}{de}=d\,\frac{\partial G}{\partial a}=\frac{4T_2d}{\sqrt2}=2\sqrt2\,T_2d,
\qquad
f=\frac12\frac{d\Gamma}{de}=-\frac{T_2}{\sqrt2\,d}.$$

Taut ties give $f<0$ on a cube face; other faces need their own calculation. In the bulk, slanted ties on both sides of a layer help to hold it together against its compressed struts. A surface layer has lost the ties on one side, and its struts push its atoms apart within the plane of the surface.

The two surface quantities come from different features of the bonds. The energy $\gamma$ depends on the bond energies, and $f$ on the tension, including its sign. A loaded bond with well depth $D_i$ has energy $\phi_i=-D_i+T_i^2/(2k_i)$. Reversing $T_2$ also reverses $T_1$, leaves both squares unchanged, and so preserves $\gamma$ while reversing $f$.

## The 4 nm cube

The parameters are $d=0.25$ nm, $k_1=70$ N/m, $k_2=20$ N/m and $T_2=0.35$ nN, with well depths of 0.50 eV for struts and 0.10 eV for ties. Then

$$K=\frac{70+4(20)}{3(0.25)}\ \mathrm{GPa}=200\ \mathrm{GPa},$$

because 1 N/m divided by 1 nm is 1 GPa. The bulk bond energies are $-0.456$ eV and $-0.081$ eV. Breaking one strut and four ties costs 0.78 eV over two areas of 0.0625 nm², which gives $\gamma=1.00$ J/m². The surface stress is

$$f=-\frac{0.35}{\sqrt2(0.25)}\ \mathrm{N/m}=-0.99\ \mathrm{N/m}.$$

Energies of stretched slabs give $\tfrac12d\gamma/de=-1.99$ J/m², and indeed $1.00-1.99=-0.99$.

With 16 atoms per edge, $L=16d=4$ nm. The mean pressure is $4(-0.99)/4=-0.99$ GPa, a tension, and

$$\bar\varepsilon=-\frac{4(-0.99)}{3(200)(4)}=1.65\times10^{-3}=0.165\ \%.$$

Putting $\gamma$ in place of $f$ would give $-0.167$ %, which has the wrong sign. Its size is close only because the chosen parameters make $|f|$ nearly equal to $\gamma$.

Bond counting shows the sign without continuum theory. A cube with $n$ atoms per edge has $3n^2(n-1)$ struts and $6n(n-1)^2$ ties. At the bulk spacing,

$$\frac{dE}{d\varepsilon}=3n^2(n-1)T_1d+6n(n-1)^2\sqrt2\,T_2d .$$

Substituting $T_1=-2\sqrt2T_2$ and taking out the common factor gives

$$\frac{dE}{d\varepsilon}=6\sqrt2\,n(n-1)dT_2\,[-n+(n-1)]
=-6\sqrt2\,n(n-1)dT_2 .$$

For $n=16$ this is $-178$ aJ. Expansion lowers the energy. The continuum value $2fA$, with $A=6n^2d^2$, is $-6\sqrt2\,n^2dT_2$, which has the same leading term for large $n$.

When all atoms are relaxed, the mean separation of opposite faces grows by 0.179 %, or 1.084 times the prediction. For $n=8$ the ratio is 1.143. The excess falls with size, but more slowly than $1/n$ between these two cubes. Extrapolation of these two sizes on the assumption of a $1/n$ correction gives 1.026, but that assumption is too simple. Larger cubes give 1.049 for $n=32$ and about 1.03 for $n=64$, and the sizes from 16 to 64 fit a correction of the form $(b+c\ln n)/n$ with a limit of 1.00. The sign of the finite-size deviation depends on the average. The face separation gives full weight to the strongly displaced edge atoms, whereas the dilation averaged over the lattice cells of the $n=16$ cube is 0.145 %, or 0.88 times the prediction, and this ratio rises towards 1 with size. Reversing $T_2$ gives $-0.180$ % for $n=16$. With $T_2=0$, $\gamma$ is 1.15 J/m², $f$ is zero, and the relaxed cube of 8 atoms per edge shows no strain to the digits printed.

The centre of the larger cube expands by just 0.072 %, less than half the mean. A uniform stress in a flat face has no net force within the face; its load reaches the interior at the edges. The stress in a cube is therefore uneven, and a stated lattice expansion must say which average it means. On a sphere the surface acts everywhere as the pressure $2f/R$, so under the stated assumptions the strain is uniform. For $R=2$ nm and the same assumed $f=-0.99$ N/m it is again 0.165 %. This describes an ideal sphere with uniform surface stress. A ball cut from the model crystal exposes other faces, with other values of $f$, and even the sign changes: in relaxed balls of radius 2 and 3 nm the core, within 0.6 of the radius, contracts by about 0.07 % and 0.04 %. The negative $f$ belongs to the cube faces, not to the crystal as a whole.

Expansion does not make the surface energy negative. Relative to the same number of bulk atoms, the relaxed cube still costs 589 eV, and full relaxation, including the uneven displacements, has recovered 2.4 eV. The numerical output lists the remaining values.

## Reading a measured expansion

The modulus and surface energy are in the rough range of a stiff oxide. The lattice is not that of a real oxide, and the negative $f$ is a choice made for the model, not a measured property. Real particles can also differ from the bulk crystal in composition or polarization. With a rough strain coefficient of 0.05, two oxygen vacancies per hundred formula units would add 0.10 %. Loss of a polarization of 20 µC/cm², with an assumed volume electrostriction coefficient of magnitude 0.02 m⁴/C², would shift the volume strain by 0.08 %, and so the mean linear strain by about 0.03 %, in a direction not fixed here. Single axes can shift by more. Since $f=-3KL\bar\varepsilon/4$, an unrecognized 0.10 % expansion would be misread as $-0.6$ N/m of surface stress. An observed expansion is thus not proof of negative $f$.

Some further effects can be estimated for this cube. An assumed 30 % spread in compressibility between crystal axes makes the axis strains differ by about 0.05 %. With a rough thermal expansion of 6 ppm/K, comparing with a bulk crystal 60 K colder adds 0.04 %. Thermal fluctuations of the mean strain, $\sqrt{k_BT/(9KV)}$, are about 0.02 % rms at 300 K. If the modulus rises with pressure at an assumed rate $dK/dp=4$, this anharmonicity adds about 0.002 %. In a memory capacitor the electrodes also constrain the oxide, so the free-particle formula does not apply there without a new force balance.

## Calculated quantities

```
Lattice spacing d: 0.2500 nm
Strut stiffness k1: 70.0 N/m
Tie stiffness k2: 20.0 N/m
Strut well depth: 0.50 eV
Tie well depth: 0.10 eV
Tie tension T2: 0.350 nN
Strut tension T1: -0.9899 nN
Strut natural length: 0.2641 nm
Tie natural length: 0.3361 nm
Strut energy in bulk: -0.4563 eV
Tie energy in bulk: -0.0809 eV
Bulk modulus K: 200.0 GPa
Surface energy, taut ties: 0.9996 J/m2
Half strain slope of gamma: -1.9895 J/m2
Surface stress, taut ties: -0.9900 N/m
Surface energy, reversed T2: 0.9996 J/m2
Surface stress, reversed T2: 0.9899 N/m
Surface energy, T2=0: 1.1536 J/m2
Strain, T2=0, n=8: 0.00000 % (magnitude)
Atoms per cube edge: 16
Cube edge L: 4.00 nm
Mean pressure 4f/L: -0.9900 GPa
Predicted cube strain: 0.1650 %
Wrong strain using gamma: -0.1666 %
Relaxed cube mean strain: 0.1789 %
Relaxed centre strain: 0.0716 %
Reversed-T2 cube strain: -0.1795 %
Relaxed/predicted, n=8: 1.1425
Relaxed/predicted, n=16: 1.0841
Ratio extrapolated in 1/n: 1.0257
Reversed T2 extrapolated ratio: 1.0273
Sphere radius: 2.00 nm
Sphere strain formula: 0.1650 %
Initial dE/dstrain, n=16: -178.19 aJ
Energy released by relaxation: 2.398 eV
Net cube surface cost: 588.8 eV
Lowest nonrigid stiffness, n=5: 5.156 N/m
Temperature of use: 300 K
Rough pressure slope of K: 4.0
Anharmonic strain correction: 0.00179 %
Thermal rms strain: 0.0190 %
Rough thermal expansion: 6.0 ppm/K
Assumed warming: 60 K
Warming strain: 0.0360 %
Assumed compressibility spread: 30 %
Axis strain variation: 0.0495 %
Assumed vacancies per formula unit: 0.020
Rough strain per unit vacancy fraction: 0.050
Vacancy strain: 0.1000 %
Rough polarization: 20 uC/cm2
Assumed electrostriction magnitude: 0.020 m4/C2
Polarization-loss strain magnitude: 0.0800 %
```
